# Thermal Damping of EXAFS and the Einstein Bond Variance

Take two atoms 2.5 Å apart whose distance fluctuates thermally with a standard deviation of 0.078 Å, about 3 % of the bond length. At photoelectron wave number $k=10$ Å$^{-1}$ this small motion removes 70 % of the pair's EXAFS amplitude: a factor 0.299 remains. The fluctuation should be compared with the electron's wavelength and not with the bond length. The electron travels out and back, so a change $x$ in distance changes its phase by $2kx$, and here the standard deviation of that phase is $2\times10\times0.0777=1.55$ radians. Waves with such a spread of phases largely cancel. The theorem below gives the remaining amplitude and the size of the fluctuation.

## Setting and assumptions

EXAFS is the oscillation of the X-ray absorption above a core-level edge. A photoelectron leaves the absorbing atom, is scattered back by a neighbour, and interferes with its own outgoing wave. For one neighbour at distance $r$, in single scattering, the oscillating signal is

$$S(k;r)=\frac{e^{-2r/\lambda}}{k\,r^2}\,\mathrm{Im}\left[f(k)\,e^{2ikr}\right].$$

The phase $2kr$ belongs to the path out and back. Each leg gives a factor $1/r$, the mean free path $\lambda$ accounts for electrons lost on the way, and $f(k)$ collects the scattering strength and the phase shifts of the two atoms.

Write $r=R+x$, where $R$ is the equilibrium distance. The assumptions are these.

- **A1.** The nuclei stand still during the electron's round trip, and the final vibrational states are not resolved.
- **A2.** $f(k)$ does not depend on $x$, and $e^{-2r/\lambda}/r^2$ may be evaluated at $r=R$. Proposition 1 examines the second part.
- **A3.** The motion along the bond is harmonic, with angular frequency $\omega$, and motion across the bond is neglected.
- **A4.** The vibration is in thermal equilibrium at temperature $T$.

A1 turns the measurement into an average over distances. Let $M(r)$ be the electronic transition amplitude with the nuclei held at $r$. Starting from vibrational state $i$ with probability $p_i$, the absorption is proportional to $\sum_i p_i\sum_f|\langle f|M|i\rangle|^2$, provided the small vibrational energy differences are dropped from energy conservation. The final states form a complete set, so

$$\sum_i p_i\sum_f\langle i|M^\dagger|f\rangle\langle f|M|i\rangle=\int P(r)\,|M(r)|^2\,dr,\qquad P(r)=\sum_i p_i|\psi_i(r)|^2 .$$

The observed signal is therefore $S(k;r)$ averaged over the thermal density $P$.

The frozen-nuclei condition can be checked for the example. An electron of kinetic energy $E=\hbar^2k^2/(2m_e)$ has speed $v=2E/(\hbar k)$. The round-trip time $2R/v$, divided by the vibration period $2\pi/\omega$, is

$$\frac{Rk\,\hbar\omega}{2\pi E}=\frac{2.5\times10\times0.025}{2\pi\times381}=2.6\times10^{-4}.$$

## The theorem

**Theorem.** Let the atoms have masses $m_1,m_2$ and reduced mass $\mu$, with $1/\mu=1/m_1+1/m_2$. Under A1 to A4 the thermal average multiplies the signal of the atoms at rest by

$$\langle e^{2ikx}\rangle=e^{-2k^2\sigma^2},$$

where

$$\sigma^2=\langle x^2\rangle=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

Here $k_B$ is Boltzmann's constant; $k$ alone is the wave number. By A2 the average acts only on $e^{2ikr}=e^{2ikR}e^{2ikx}$. The first formula makes $\langle e^{2ikx}\rangle$ real, so it can be taken outside the imaginary part. It remains to prove the two formulas. The algebra uses atomic units, $\hbar=1$, and the thermal energy $\tau=k_BT$.

### Lemma 1: the bond is one oscillator of mass $\mu$

Let $r_1,r_2$ be the positions along the bond, $p_1,p_2$ the momenta, and $M_t=m_1+m_2$. Define

$$x=r_2-r_1-R,\qquad P_t=p_1+p_2,\qquad p=\frac{m_1p_2-m_2p_1}{M_t}.$$

Then $[x,p]=i(m_1+m_2)/M_t=i$, so $p$ is the momentum conjugate to $x$. Also $[x,P_t]=i-i=0$. Solving for the old momenta gives

$$p_1=\frac{m_1}{M_t}P_t-p,\qquad p_2=\frac{m_2}{M_t}P_t+p.$$

In $p_1^2/(2m_1)+p_2^2/(2m_2)$ the cross terms are $-P_tp/M_t$ and $+P_tp/M_t$, which cancel. What is left is

$$\frac{P_t^2}{2M_t}+\frac{p^2}{2}\left(\frac1{m_1}+\frac1{m_2}\right)=\frac{P_t^2}{2M_t}+\frac{p^2}{2\mu}.$$

The first term moves the pair as a whole and leaves $x$ alone. The bond has the Hamiltonian

$$H=\frac{p^2}{2\mu}+\frac12\mu\omega^2x^2 .\qquad\blacksquare$$

### Lemma 2: ladder operators in thermal equilibrium

Let $s^2=1/(2\mu\omega)$ and

$$a=\frac{x}{2s}+isp,\qquad a^\dagger=\frac{x}{2s}-isp,\qquad x=s(a+a^\dagger).$$

From $[x,p]=i$,

$$[a,a^\dagger]=-\frac i2[x,p]+\frac i2[p,x]=\frac12+\frac12=1 .$$

Multiplying out,

$$a^\dagger a=\frac{x^2}{4s^2}+s^2p^2+\frac i2[x,p]=\frac{H}{\omega}-\frac12 ,$$

so $H=\omega(a^\dagger a+\tfrac12)$. Since $[a,a^\dagger a]=[a,a^\dagger]a=a$, we have $aH=(H+\omega)a$. Repeating this for each power of $H$ gives $a\,e^{-H/\tau}=e^{-(H+\omega)/\tau}a$. With the thermal density operator $\rho=e^{-H/\tau}/Z$, where $Z$ makes its trace one, this reads

$$\rho a=e^{\omega/\tau}a\rho,\qquad \rho a^\dagger=e^{-\omega/\tau}a^\dagger\rho .$$

The second relation is the Hermitian conjugate of the first, rearranged. $\blacksquare$

### Lemma 3: two averages

Let $F=e^{iqx}$, $G(q)=\langle F\rangle=\mathrm{Tr}(\rho F)$ and $n=1/(e^{\omega/\tau}-1)$. Then

$$\langle aF\rangle=iqs(n+1)G,\qquad\langle a^\dagger F\rangle=iqs\,n\,G .$$

*Proof.* $F$ commutes with $x$, and $[p,F]=-i\,dF/dx=qF$. Hence

$$[a,F]=is[p,F]=iqsF,\qquad[a^\dagger,F]=-iqsF .$$

Move $a$ through $\rho$ by Lemma 2, then around the trace, then back through $F$:

$$\langle aF\rangle=e^{\omega/\tau}\mathrm{Tr}(a\rho F)=e^{\omega/\tau}\langle Fa\rangle=e^{\omega/\tau}\left(\langle aF\rangle-iqsG\right).$$

Solving for $\langle aF\rangle$,

$$\langle aF\rangle=iqs\,\frac{e^{\omega/\tau}}{e^{\omega/\tau}-1}\,G=iqs(n+1)G .$$

In the same way $\langle a^\dagger F\rangle=e^{-\omega/\tau}\langle Fa^\dagger\rangle=e^{-\omega/\tau}(\langle a^\dagger F\rangle+iqsG)$, and therefore

$$\langle a^\dagger F\rangle=iqs\,\frac{e^{-\omega/\tau}}{1-e^{-\omega/\tau}}\,G=iqs\,n\,G .\qquad\blacksquare$$

### Proof of the theorem

Differentiate $G$ with respect to $q$ and insert $x=s(a+a^\dagger)$:

$$\frac{dG}{dq}=i\langle xF\rangle=is\left(\langle aF\rangle+\langle a^\dagger F\rangle\right)=-q\,s^2(2n+1)\,G .$$

Since $G(0)=1$, integration gives

$$G(q)=e^{-q^2s^2(2n+1)/2}.$$

Expanding the definition, $G(q)=1+iq\langle x\rangle-q^2\langle x^2\rangle/2+\dots$, and comparing powers of $q$ shows that $\langle x\rangle=0$ and

$$\sigma^2=\langle x^2\rangle=s^2(2n+1)=\frac{1}{2\mu\omega}\,\frac{e^{\omega/\tau}+1}{e^{\omega/\tau}-1}=\frac1{2\mu\omega}\coth\frac{\omega}{2\tau}.$$

Thus $G(q)=e^{-q^2\sigma^2/2}$. The round trip sets $q=2k$, and $q^2/2=2k^2$ is the origin of the factor 2 in the exponent. Restoring $\hbar$ replaces $1/(2\mu\omega)$ by $\hbar/(2\mu\omega)$ and $\omega/\tau$ by $\hbar\omega/(k_BT)$. $\blacksquare$

## The numbers

The example uses round model parameters: masses 40 u and 120 u, so $\mu=30$ u and $\hbar^2/\mu=1.3934\times10^{-4}$ eV Å$^2$, with $\hbar\omega=0.025$ eV and $k_BT=0.025$ eV (290 K). In these units

$$\sigma^2=\frac{\hbar^2/\mu}{2\hbar\omega}\coth\frac{\hbar\omega}{2k_BT}=\frac{1.3934\times10^{-4}}{0.050}\times2.164=6.03\times10^{-3}\ \text{Å}^2,$$

or 0.0215 bohr$^2$. At $k=10$ Å$^{-1}$ the exponent is $2\times100\times0.00603=1.206$, and $e^{-1.206}=0.299$, the fraction quoted at the start. The factor is 0.740 at $k=5$ Å$^{-1}$ and 0.066 at 15 Å$^{-1}$: disorder removes the high-$k$ end of the spectrum first. The numerical check obtains the same variances and damping factors by diagonalizing the oscillator on a grid.

## Remarks on the result

**Remark 1 (cold and hot limits).** For $\tau\ll\omega$ the coth tends to 1 and $\sigma^2\to1/(2\mu\omega)$. This is zero-point motion, here $2.79\times10^{-3}$ Å$^2$, so cooling cannot remove the damping. For $\tau\gg\omega$ use $\coth y\approx1/y+y/3$ with $y=\omega/(2\tau)$:

$$\sigma^2\approx\frac{\tau}{\mu\omega^2}+\frac{1}{12\mu\tau}.$$

The first term is classical equipartition. It contains the force constant $\kappa=\mu\omega^2$ and no separate mass. Relative to the full formula it is 32 % too small at $k_BT=0.010$ eV, 8 % at 0.025 eV and 2 % at 0.050 eV.

**Remark 2 (the thermal mixture matters).** A single vibrational level need not give Gaussian damping. The ground-state density is a Gaussian $g(x)$ of variance $s^2$, and the first excited level has density $(x^2/s^2)g(x)$. Since $\int g\,e^{iqx}dx=e^{-q^2s^2/2}$, and two derivatives with respect to $q$ bring down $-x^2$, that level alone gives

$$-\frac1{s^2}\frac{d^2}{dq^2}e^{-q^2s^2/2}=(1-q^2s^2)\,e^{-q^2s^2/2}.$$

At $k=10$ Å$^{-1}$ this is $-0.066$, while a Gaussian with the same variance $3s^2$ would give $+0.188$. The Boltzmann weights combine such terms into a Gaussian.

**Remark 3 (what $\sigma^2$ measures).** If $u_1,u_2$ are the displacements of the atoms along the bond, both of mean zero, then

$$\sigma^2=\langle(u_2-u_1)^2\rangle=\langle u_1^2\rangle+\langle u_2^2\rangle-2\langle u_1u_2\rangle .$$

The last term is absent from the mean-square displacements of single atoms about their sites. Neighbours that tend to move together have a smaller $\sigma^2$ than the sum of the first two terms.

**Remark 4 (static disorder).** Suppose the equilibrium distance itself varies through the sample by a Gaussian amount $y$ of variance $\sigma_s^2$, independent of the vibration. Then $\langle e^{2ik(x+y)}\rangle$ is a product of two averages, and the variances add: the damping becomes $e^{-2k^2(\sigma^2+\sigma_s^2)}$. One spectrum therefore gives the sum and cannot separate its parts.

## How good is the replacement of $r$ by $R$?

**Proposition 1.** To first order in $x$ in the exponent, the factor $e^{-2r/\lambda}/r^2$ shifts the apparent distance by $-2\sigma^2b$, where $b=1/R+1/\lambda$, and multiplies the amplitude by $e^{2b^2\sigma^2}$.

*Proof.* Relative to its value at $R$, the factor is

$$\exp\left[-2\ln\left(1+\frac xR\right)-\frac{2x}{\lambda}\right]=\exp\left[-2bx+\frac{x^2}{R^2}-\dots\right].$$

Keep the linear term. For a Gaussian of variance $\sigma^2$, completing the square gives $\langle e^{cx}\rangle=e^{c^2\sigma^2/2}$, also for complex $c$. With $c=2ik-2b$,

$$\frac{c^2\sigma^2}{2}=-2k^2\sigma^2-4ikb\sigma^2+2b^2\sigma^2 .$$

The imaginary part equals $2k\,(-2b\sigma^2)$, which is the phase of a distance shifted by $-2b\sigma^2$. $\blacksquare$

The sign is negative because near neighbours send back a stronger wave than distant ones. In the example $\lambda=8$ Å, $b=0.4+0.125=0.525$ Å$^{-1}$, and the shift is $-2\times0.525\times0.00603=-0.0063$ Å. Direct quadrature with the full factor agrees within 1 %, and the amplitude differs from the plain Gaussian damping by 0.2 %.

The quadratic term $x^2/R^2$ has a small effect that shows up in fitting. To first order it adds $\langle x^2F\rangle/(R^2G)$ to the logarithm of the signal. Because $\langle x^2F\rangle=-G''$ and $G''=(q^2\sigma^4-\sigma^2)G$, this addition is

$$\frac{\sigma^2-4k^2\sigma^4}{R^2}.$$

At $k=10$ Å$^{-1}$ it equals $-0.0014$; added to $2b^2\sigma^2=0.0033$ from Proposition 1, it gives the 0.2 % found by quadrature. Its $k^2$ part acts like an increase of $\sigma^2$ by $2\sigma^4/R^2$.

**Remark 5 (motion across the bond).** A perpendicular displacement $u_\perp$ gives $r\approx R+x+u_\perp^2/(2R)$, so the mean distance grows by $\langle u_\perp^2\rangle/(2R)$. If each of the two perpendicular directions has the same variance as the stretch, this is $0.00603/2.5=0.0024$ Å. In that case the amplitude at $k=10$ Å$^{-1}$ rises by about 0.1 % if $e^{-2r/\lambda}/r^2$ is held at $r=R$, and falls by about 0.1 % if the full factor is kept. Equal variances are an assumption of this example, and motion across a real bond is often softer. With four times the stretch variance in each perpendicular direction the mean distance grows by 0.0096 Å, and the amplitude falls by 0.9 % with the factor held at $R$ and by 1.9 % with the full factor.

## Extracting the frequency from two temperatures

**Corollary.** If $R$, $\lambda$, $f(k)$ and any independent static disorder are the same at temperatures $T_1<T_2$, the amplitudes $A_1,A_2$ of the pair obey

$$\ln\frac{A_2(k)}{A_1(k)}=-2k^2\,\Delta\sigma^2,\qquad\Delta\sigma^2=\sigma^2(T_2)-\sigma^2(T_1),$$

and with $\mu$ known, $\Delta\sigma^2$ fixes $\omega$ uniquely.

*Proof.* Everything common to the two amplitudes cancels in the ratio, including $e^{-2k^2\sigma_s^2}$. For uniqueness, differentiate the Einstein formula:

$$\frac{\partial\sigma^2}{\partial\tau}=\frac{1}{2\mu\omega}\,\frac{\omega}{2\tau^2}\,\frac{1}{\sinh^2(\omega/2\tau)}=\frac{1}{4\mu\tau^2\sinh^2(\omega/2\tau)} .$$

At every $\tau$ this decreases as $\omega$ grows. So does its integral from $\tau_1$ to $\tau_2$, which is $\Delta\sigma^2$. One value of $\Delta\sigma^2$ therefore belongs to one $\omega$. $\blacksquare$

Synthetic amplitudes were computed at $k_BT=0.010$ and 0.025 eV with the full factor $e^{-2r/\lambda}/r^2$ and with $\lambda=8$ Å at every $k$. A real mean free path varies with $k$, and the term $2b^2\sigma^2$ then also enters the slope; with $\lambda$ proportional to $k$ and equal to 8 Å at 10 Å$^{-1}$, the excess quoted below would be 0.4 % in place of 0.3 %. A straight line in $k^2$, fitted from 4 to 14 Å$^{-1}$, has slope $-5.507\times10^{-3}$ Å$^2$, so $\Delta\sigma^2=2.754\times10^{-3}$ Å$^2$. The true difference is $2.745\times10^{-3}$ Å$^2$. The excess, 0.3 %, is the quadratic term found above:

$$\frac{2\left[(6.030\times10^{-3})^2-(3.285\times10^{-3})^2\right]}{2.5^2}=8\times10^{-6}\ \text{Å}^2 .$$

The fitted value returns $\hbar\omega=0.02497$ eV, against the 0.025 eV put in.

## From one pair to a solid

**Proposition 2.** In a harmonic solid the damping is still $e^{-2k^2\sigma^2}$, but $\sigma^2$ is a sum over normal modes.

*Proof.* Write $x=\sum_jd_jQ_j$, where the $Q_j$ are independent normal coordinates of unit mass and frequencies $\omega_j$. The average of a product of independent factors is the product of their averages. Applying the theorem to each mode, with $\mu=1$ and $q$ replaced by $qd_j$, gives $e^{-q^2\sigma^2/2}$ with

$$\sigma^2=\sum_j\frac{d_j^2}{2\omega_j}\coth\frac{\omega_j}{2\tau}.\qquad\blacksquare$$

The Einstein model replaces this sum by one term with an effective frequency. A chain of equal masses $m$ joined by springs $\kappa$, with free ends, shows the cost. Choose $\mu=m/2$ and $\mu\omega^2=\kappa$, that is, $\omega=\sqrt{2\kappa/m}$.

When hot, the two descriptions agree. The chain's potential energy is a sum of independent terms $\kappa x^2/2$, one for each bond, so the classical variance of a bond is $\tau/\kappa$ in both. The next term agrees too. Passing from the mass-weighted displacements $\sqrt{m_i}\,u_i$ to the $Q_j$ is a rotation, which preserves $\sum_jd_j^2=1/m_1+1/m_2=1/\mu$. The correction is therefore $\sum_jd_j^2/(12\tau)=1/(12\mu\tau)$, as in Remark 1.

When cold, they differ. Far from the ends of a long chain of $N$ atoms the modes may be taken as running waves, $u_l\propto e^{iQl}/\sqrt{Nm}$ for atom $l$, where $Q$ is the phase step from one atom to the next. The equation of motion $m\ddot u_l=\kappa(u_{l+1}+u_{l-1}-2u_l)$ gives $m\omega_Q^2=2\kappa(1-\cos Q)$, so $\omega_Q=2\sqrt{\kappa/m}\,|\sin(Q/2)|$. The squared weight of the mode in the bond length $u_{l+1}-u_l$ is $|e^{iQ}-1|^2/(Nm)=4\sin^2(Q/2)/(Nm)$. Hence

$$\sigma^2=\int_{-\pi}^{\pi}\frac{dQ}{2\pi}\,\frac{4\sin^2(Q/2)}{2m\,\omega_Q}=\frac1{\sqrt{\kappa m}}\int_{-\pi}^{\pi}\frac{dQ}{2\pi}\left|\sin\frac Q2\right|=\frac{2}{\pi\sqrt{\kappa m}} .$$

The Einstein value is $1/(2\mu\omega)=1/\sqrt{2\kappa m}$, larger by the factor $\pi/(2\sqrt2)=1.11$. The middle bond of a 200-atom chain gives the same ratio. At $k_BT=0.025$ eV, with the spring constant of the example, the excess has fallen from 11 % to 0.06 %. These figures belong to this chain; another solid has its own spectrum of modes.

## Where the Gaussian form fails

If the bond is anharmonic, A3 fails. When the potential is asymmetric about its minimum, the average also acquires a phase. Let $C_1=\langle x\rangle$, and let $C_2,C_3$ be the second and third central moments. Expanding in $k$,

$$\ln\langle e^{2ikx}\rangle=2ikC_1-2k^2C_2-\frac{4i}{3}k^3C_3+\dots$$

The cubic coefficient is $(2i)^3/3!=-4i/3$; products of moments enter the logarithm from fourth order on. Dividing the phase by $2k$ gives the apparent shift of the distance,

$$\delta R\approx C_1-\frac23k^2C_3 .$$

As a test case take a Morse potential, $D(1-e^{-\alpha x})^2$ with $\alpha=1.0$ Å$^{-1}$ and the same curvature $2D\alpha^2=\kappa=4.485$ eV/Å$^2$, hence $D=2.243$ eV. At $k_BT=0.025$ eV the mean bond length lies $C_1=0.0092$ Å above the equilibrium distance $R$, and $C_3=1.015\times10^{-4}$ Å$^3$. This offset includes the effect of zero-point motion, so it is larger than the growth on heating alone. At $k=10$ Å$^{-1}$ the formula gives $0.0092-0.0068=0.0024$ Å, and the full average gives 0.0027 Å; the difference comes from higher odd terms of the expansion. These figures hold the factor $e^{-2r/\lambda}/r^2$ at $r=R$, as in A2; the shift of Proposition 1 comes on top of them. Under that condition, an analysis that assumes Gaussian disorder and reads the distance from the phase at $k=10$ Å$^{-1}$ would place the mean distance 0.0027 Å above $R$ and miss about 70 % of the true offset of 0.0092 Å. The missed part grows as $k^2$ at leading order, so it is smaller at lower $k$. The skewness of the distribution, which the theorem sets to zero, has hidden the rest. The size of the error depends on how the distance is read. Half the slope of the phase with respect to $k$ is $C_1-2k^2C_3$ at leading order, and the full average gives $-0.0096$ Å at $k=10$ Å$^{-1}$, an apparent contraction. A Gaussian fit from 4 to 14 Å$^{-1}$, with $f$ taken constant, returns 0.0049, 0.0033 or 0.0019 Å when the signal is weighted by $k$, $k^2$ or $k^3$.

## Table of computed values

```
masses: 40 u and 120 u, reduced mass 30.0 u
hbar^2/mu = 1.3934e-04 eV A^2
hbar omega = 0.025 eV, mu omega^2 = 4.485 eV/A^2
R = 2.5 A, mean free path = 8.0 A
electron energy at k = 10 1/A: 381.0 eV
round-trip time / vibration period = 2.61e-04
zero-point sigma2 = 2.7868e-03 A^2
kT = 0.010 eV: coth = 1.1789
  sigma2 formula = 3.2852e-03 A^2
  sigma2 grid = 3.2852e-03 A^2
  sigma2 classical = 2.2294e-03 A^2
kT = 0.025 eV: coth = 2.1640
  sigma2 formula = 6.0304e-03 A^2
  sigma2 grid = 6.0304e-03 A^2
  sigma2 classical = 5.5735e-03 A^2
kT = 0.050 eV: coth = 4.0830
  sigma2 formula = 1.1378e-02 A^2
  sigma2 grid = 1.1378e-02 A^2
  sigma2 classical = 1.1147e-02 A^2
hot formula with correction, 0.050 eV: 1.1379e-02 A^2
main case: kT = 0.025 eV
  temperature = 290.1 K
  sigma2 = 2.1535e-02 bohr^2
  sigma = 0.0777 A, mean quantum number 0.5820
  k = 5 1/A: damping formula 0.73969, grid 0.73969
  k = 10 1/A: damping formula 0.29937, grid 0.29937
  k = 15 1/A: damping formula 0.06629, grid 0.06629
level n=1 alone, k = 10 1/A: average -0.0657
  Gaussian of the same variance: 0.1879
shift from slow factors: -0.00635 A
  first-order formula: -0.00633 A
  amplitude / Gaussian damping: 1.0020
shift of mean from perpendicular motion: 0.00241 A
  3D amplitude / Gaussian damping: 1.0012
chain of 200 atoms, Einstein sigma2 / chain sigma2:
  cold 1.1107, kT = 0.025 eV 1.0006
  kT = 0.250 eV 1.0000
two-temperature fit, kT = 0.010 and 0.025 eV, k = 4-14 1/A:
  slope = -5.5070e-03 A^2
  delta sigma2 fitted 2.7535e-03 A^2
  delta sigma2 true 2.7453e-03 A^2
  recovered hbar omega = 0.02497 eV
Morse: a = 1.0 1/A, depth = 2.243 eV
  true mean shift C1 = 0.00920 A
  third central moment C3 = 1.015e-04 A^3
  apparent shift at k = 10 1/A: 0.00274 A
  C1 - (2/3) k^2 C3 = 0.00243 A
```
